# Gauss-Chebyshev Quadrature for WKB Barrier Actions in Source-Drain Tunnelling

In the WKB approximation, an electron crossing a short transistor channel deep below the top of its barrier has a transmission close to \(e^{-2S}\), where

\[
S=\int_a^b\kappa(x)\,dx,\qquad \kappa=\frac{\sqrt{2m[V(x)-E]}}{\hbar}.
\]

The turning points \(a<b\) satisfy \(V=E\), and \(V>E\) between them. For the silicon channel treated below, at one energy, \(S=4.595\). Four equal cells with the midpoint rule make \(S\) too large by 3.9%. That looks tolerable until it is doubled and exponentiated: the transmission is multiplied by \(\exp(-2\times0.0387\times4.595)=0.70\). Eight cells still lose 12%. A current needs an action at many energies, so adding points until the error disappears is a poor remedy.

## Where the midpoint rule loses accuracy

Near a simple turning point \(V-E\) vanishes linearly, so \(\kappa\simeq\alpha\sqrt{x-a}\), whose slope is infinite at \(a\). With cells of width \(d\), the first cell contributes \(\tfrac23\alpha d^{3/2}\) to the integral, but the midpoint rule assigns it \(\alpha d\sqrt{d/2}=0.707\,\alpha d^{3/2}\). In later cells the leading error is

\[
-\frac{d^3}{24}\kappa''=\frac{\alpha d^3}{96}(x-a)^{-3/2}.
\]

At distance \(x-a\sim jd\) this is proportional to \(d^{3/2}j^{-3/2}\), and the sum over \(j\) converges. The total end error therefore scales as \(d^{3/2}\), and halving \(d\) reduces it by \(2^{3/2}=2.83\). The channel shows a ratio of 2.83 between 100 and 200 cells.

Gauss-Legendre quadrature places its outermost nodes at distances of order \(n^{-2}\) from the ends. Putting \(d\sim n^{-2}\) in the same scaling argument suggests an error of order \(n^{-3}\). The ratio found between 20 and 40 nodes is 7.73, close to 8. This is better, but still algebraic: a smooth barrier is being integrated as if it were rough, because of a square root whose form is known beforehand.

## Building the square root into the rule

Assume that both turning points are simple and that \(V\) is smooth. The two zeros can then be factored out,

\[
V(x)-E=(x-a)(b-x)\,g(x),\qquad g>0\ \text{on}\ [a,b].
\]

Let \(c=(a+b)/2\), \(h=(b-a)/2\) and \(x=c+ht\). Then \(x-a=h(1+t)\) and \(b-x=h(1-t)\), so

\[
\kappa=\sqrt{1-t^2}\,f(t),\qquad f=\frac{h\sqrt{2mg}}{\hbar},
\]

where \(f\) is smooth. Now set \(t=\cos\theta\). Since \(dx=-h\sin\theta\,d\theta\), reversing the limits gives

\[
S=\int_0^\pi F(\theta)\,d\theta,\qquad F=h\sin\theta\,\kappa(c+h\cos\theta)=h\sin^2\theta\,f(\cos\theta).
\]

One factor \(\sin\theta\) comes from the barrier and the other from the change of variable. The function \(F\) is smooth, even and \(2\pi\)-periodic, which is the setting in which equally spaced points work best. With spacing \(\pi/(n+1)\) the trapezoidal rule has vanishing end terms, leaving

\[
\boxed{S_n=\frac{\pi h}{n+1}\sum_{k=1}^{n}\sin\theta_k\,\kappa(c+h\cos\theta_k),\quad \theta_k=\frac{k\pi}{n+1}}
\]

In terms of \(f\) the weights are \(\pi\sin^2\theta_k/(n+1)\). This is Gauss-Chebyshev quadrature of the second kind. The code needs only \(\kappa\); neither \(f\) nor \(g\) has to be formed.

## What the rule integrates exactly

Let \(M=n+1\). Because \(F\) is even, the trapezoidal sum on \([0,\pi]\) is half of the sum over the full circle:

\[
S_n=\frac{\pi}{2M}\sum_{k=0}^{2M-1}F(k\pi/M).
\]

For \(F=\cos p\theta\) this is the real part of a geometric series with ratio \(r=e^{ip\pi/M}\). Since \(r^{2M}=1\), the series vanishes unless \(r=1\), that is, unless \(p\) is a multiple of \(2M\). For \(p=0\) the rule gives the correct value \(\pi\). For \(p=2M,4M,\ldots\) it also gives \(\pi\), although the integral is zero.

If \(f=t^j\), then \(\sin^2\theta\cos^j\theta\) contains cosines up to order \(j+2\). All are treated correctly when \(j+2<2n+2\), so the rule is exact for polynomials \(f\) of degree up to \(2n-1\). At \(j=2n\), the highest term of \(\cos^{2n}\theta\) is \(2^{1-2n}\cos2n\theta\). Multiplication by \(-\tfrac12\cos2\theta\), from \(\sin^2\theta\), produces \(-2^{-2n-1}\cos(2n+2)\theta\). Hence, without the prefactor \(h\), the error is \(-\pi/2^{2n+1}\).

A parabolic barrier is the simplest case. Write \(V=V_m-\tfrac12m\omega^2(x-c)^2\). The turning points give \(V_m-E=\tfrac12m\omega^2h^2\), and

\[
\kappa=\frac{m\omega h}{\hbar}\sqrt{1-t^2}.
\]

Here \(f\) is constant, so every \(n\ge1\) is exact. The single node for \(n=1\) sits at the top:

\[
S=S_1=\frac{\pi h}{2}\kappa(c)=\frac{\pi m\omega h^2}{2\hbar}=\frac{\pi(V_m-E)}{\hbar\omega}.
\]

For \(V_m=0.3\) eV, \(E=0.1\) eV, curvature 0.05 eV/nm² and mass \(0.19m_0\), one node and adaptive quadrature both give 4.43705897. The word exact refers to the WKB integral with exact turning points, in exact arithmetic.

## How fast other barriers converge

Expand \(F=c_0/2+\sum_{p\ge1}c_p\cos p\theta\). The integral is \(\pi c_0/2\), and the aliasing result above gives

\[
S_n-S=\pi\sum_{r\ge1}c_{rN},\qquad N=2(n+1).
\]

If \(F\) is analytic for \(|\operatorname{Im}\theta|\le\eta\), the contour in \(c_p=\pi^{-1}\int_{-\pi}^{\pi}Fe^{ip\theta}d\theta\) can be shifted upward by \(\eta\). The side pieces cancel by periodicity, and \(|c_p|\le2F_{\max}e^{-p\eta}\). The error thus falls geometrically.

The limit is set by the nearest singularity of \(f\). A zero of \(V-E\) of even order leaves \(f\) analytic, so for an entire \(V\) the nearest singularity, if there is one, is another complex zero \(t_*\) of odd order, apart from \(t=\pm1\). Its distance in \(\theta\) is measured by

\[
\rho=e^{|\operatorname{Im}\theta_*|}=\left|t_*+\sqrt{t_*^2-1}\right|,
\]

with the root chosen so that \(\rho>1\). Near a simple zero \(F\) contains \((\theta-\theta_*)^{1/2}\). Wrapping the contour around this cut leaves \(\int_0^\infty s^{1/2}e^{-Ns}ds\propto N^{-3/2}\). The leading error envelope is therefore \(N^{-3/2}\rho^{-N}\), multiplied by a phase factor that varies with \(n\).

A barrier with a dip that nearly reaches \(E\) has \(g\) nearly zero inside the interval. Then \(\rho\) approaches one and convergence is slow. Once the dip falls below \(E\), there are two barriers, and one action no longer describes the problem.

## Two ways to spoil the convergence

The first is an inaccurate turning point. The exact integral is insensitive to \(a\), because \(dS/da=-\kappa(a)=0\). The quadrature is less forgiving. At fixed \(\theta\), \(\partial h/\partial a=-\tfrac12\) and \(\partial x/\partial a=(1-\cos\theta)/2\), so the derivative of \(F\) is

\[
D(\theta)=-\frac{\sin\theta}{2}\kappa+h\sin\theta\,\kappa'(x)\frac{1-\cos\theta}{2}.
\]

The integral of \(D\) is zero, so a trapezoidal sum including its endpoints is zero up to a geometrically small error. But \(S_n\) omits the endpoints, and \(D\) does not vanish at \(\theta=\pi\). With \(\phi=\pi-\theta\), \(x-a\simeq h\phi^2/2\) and \(\kappa'\simeq\alpha/(2\sqrt{h\phi^2/2})\), hence

\[
D(\pi)=\alpha\sqrt{h/2}=\tfrac12\alpha\sqrt{b-a}.
\]

At the other end \(D(0)=0\). Removing the half-weighted endpoint leaves

\[
\frac{dS_n}{da}\simeq-\frac{\pi}{2(n+1)}D(\pi)=-\frac{\pi\alpha\sqrt{b-a}}{4(n+1)}.
\]

This holds for shifts small compared with the distance from \(a\) to the nearest node. The error is linear in the shift and falls only as \(1/(n+1)\), while the quadrature error falls geometrically. The turning points must therefore be accurate enough to keep this error below the accuracy wanted in \(S\); to benefit from the full precision of the quadrature, it must also lie below the quadrature error.

The second is a vertical wall, as at an idealized abrupt metal contact. There \(\kappa\) stays finite and the two-zero factorization is false. Take \(h=1\) and \(\kappa=\sqrt{1-t}\), with the wall at \(t=-1\). Then \(F=\sqrt2\sin\theta\sin(\theta/2)\), with \(F'(0)=0\) and \(F'(\pi)=-\sqrt2\). The leading Euler-Maclaurin correction is

\[
S_n-S\simeq\frac{\pi^2}{12(n+1)^2}[F'(\pi)-F'(0)]=-\frac{\sqrt2\,\pi^2}{12(n+1)^2}.
\]

For such a barrier the substitution \(x=b-(b-a)s^2\) removes the one square root that is present, and Gauss-Legendre quadrature in \(s\) is then appropriate.

## A channel barrier with known turning points

Consider an off-state double-gate transistor in which electrostatics is reduced to one length \(\lambda\):

\[
V''=\frac{V-U}{\lambda^2},\qquad V(0)=0,\quad V(L)=-qV_D.
\]

Energies are measured from the source subband edge, and \(U\) is the barrier energy a long channel would reach. Mobile charge is neglected. Since \(W=U-V\) obeys \(W''=W/\lambda^2\), \(W=Ae^{x/\lambda}+Be^{-x/\lambda}\). Solving \(W(0)=U\) and \(W(L)=U+qV_D\) gives

\[
A=\frac{U+qV_D-Ue^{-L/\lambda}}{2\sinh(L/\lambda)},\qquad B=U-A.
\]

When \(B>A>0\), the two exponentials combine into

\[
V=U-P\cosh\frac{x-x_m}{\lambda},\quad P=2\sqrt{AB},\quad x_m=\frac{\lambda}{2}\ln\frac BA.
\]

The top is \(V_m=U-P\), and the turning points are \(x_m\pm h\) with \(h=\lambda\operatorname{arccosh}[(U-E)/P]\). The curvature at the top, \(P/\lambda^2=m\omega^2\), gives \(\hbar\omega=\hbar\sqrt{P/m}/\lambda\).

Take \(L=8\) nm, \(\lambda=2\) nm, \(U=0.50\) eV, \(V_D=0.50\) V and \(m=0.19m_0\). Then \(A=0.01815\) eV and \(B=0.48185\) eV, so \(P=0.1871\) eV, \(x_m=3.279\) nm and \(V_m=0.313\) eV. At \(E=0.10\) eV, \(h=2.78683\) nm. Three nodes require two distinct values of \(\kappa\), because the barrier is symmetric about its top: 1.03050 nm⁻¹ in the middle and 0.75584 nm⁻¹ at the outer nodes. Thus

\[
S_3=\frac{\pi(2.78683)}4\left[1.03050+2(0.70711)(0.75584)\right]=4.5952.
\]

The relative error is \(-2.7\times10^{-7}\). One node gives 4.5111, which is 1.8% low: the channel barrier is fuller than a parabola with the same top and turning points. At the outer nodes its height above \(E\) is 0.1146 eV, against 0.1065 eV for that parabola. Even this error would raise \(e^{-2S}\) by 18%. Four nodes reduce the relative error to \(1.05\times10^{-9}\) in magnitude, compared with \(6.5\times10^{-3}\) for four-node Gauss-Legendre.

The other zeros of \(V-E\) lie at \(t_*=\pm1+2\pi i r\lambda/h\), with nonzero integer \(r\). The nearest give \(\rho=9.335\), so the exponential part of the envelope falls by \(\rho^2=87\) per added node. The first few errors fall faster than this; the algebraic factor and the phase prevent individual ratios from being equal to \(\rho^2\). In a high-precision test the errors were multiplied by \(N^{3/2}\rho^N\). The largest scaled error for \(n=14\) to 20 was 0.975 times that for \(n=6\) to 12, as a constant envelope requires.

Moving the source turning point inward by 0.02 nm at \(n=4\) changes the sum by \(-0.0071\); the linear formula predicts \(-0.0070\). This is 0.16% of \(S\), far above the quadrature error. The closed-form turning points are therefore part of the accuracy obtained here.

## Passing through the barrier top

A thermal current also contains energies above \(V_m\), where the turning points become \(x_m\pm i\eta\), with \(\eta=\lambda\arccos[(U-E)/P]\). On the line between them,

\[
V-E=P\left[\cos(\eta/\lambda)-\cos(\eta t/\lambda)\right]\le0.
\]

The half-width and \(\kappa\) each supply a factor \(i\), so the continued action is minus the same sum with \(\eta\) and \(|\kappa|\). The sign agrees with the parabolic result \(\pi(V_m-E)/\hbar\omega\), which is negative above the top. This form applies for \(V_m<E<U+P\).

The transmission also needs a formula that remains finite at the top. For an inverted parabola in scaled units, \(\psi''=(v-x^2)\psi\) and \(2S=\pi v\). On the far right the transmitted wave is \(\tau e^{ix^2/2}x^{-1/2-iv/2}\). Continue it through the upper half-plane to \(x=|x|e^{i\pi}\). In the first quadrant this exponential is the decaying one and no growing partner is present. In the second it is the growing one, whose coefficient is unaffected by any decaying term that appears. On the left it therefore becomes

\[
-i\tau e^{\pi v/2}e^{ix^2/2}|x|^{-1/2-iv/2},
\]

which travels left and is the reflected wave. The reflection probability is \(e^{\pi v}|\tau|^2\). For unit incident flux, \(T(1+e^{\pi v})=1\), or

\[
T=\frac1{1+e^{2S}}.
\]

This is exact for the inverted parabola and an approximation for the channel.

## From actions to an off current

For each spin, valley and transverse wavevector, velocity cancels the one-dimensional density of states. With two spins and two valleys, and with \(E\) the energy of motion along the channel, the current per width is

\[
\frac IW=\frac{4q}{2\pi\hbar}\int dE\,T(E)\int\frac{dk_y}{2\pi}(f_S-f_D),
\]

where the Fermi functions \(f_S\) and \(f_D\) are evaluated at \(E+\hbar^2k_y^2/2m\). Put the source Fermi level 0.05 eV above its subband edge and take 300 K. Classical passage over the top gives 15.5 nA/µm. The WKB transmission gives 91 nA/µm, with 88% carried below the top. The mean energy is 0.21 eV, about 0.10 eV beneath it.

This wide spread has a simple origin. Well below a parabolic top, \(\ln T\) rises with energy at the rate \(2\pi/\hbar\omega=46\) eV⁻¹, using \(\hbar\omega=0.137\) eV. The channel barrier is not a parabola, and its rate is lower still, about 41 eV⁻¹ at 0.10 eV. The supply of electrons falls at the Boltzmann rate \(1/k_BT=39\) eV⁻¹ from about 0.2 eV upward, and more slowly near the Fermi level, about 35 eV⁻¹ at 0.10 eV. The two nearly cancel, so no narrow energy range dominates. Using four nodes instead of twelve, with the same energy grid, changes the current by a relative \(4\times10^{-9}\). The quadrature is no longer what limits the answer.

## What limits the answer instead

A wave solution with flat leads gives \(1.39\times10^{-4}\) for the transmission at 0.10 eV, 36% above the WKB value of \(1.02\times10^{-4}\). Integrated over energy, its current is only 6% higher, partly by cancellation: the ratio of wave to WKB transmission is 1.41 at 0.05 eV, 1.06 at 0.20 eV and 0.84 at 0.30 eV. A two-band dispersion replaces \(w=V-E\) by \(w(1-w/E_g)\), which preserves the square-root ends. With a gap \(E_g=1.12\) eV it raises the WKB current by 42%. This form describes a direct gap, and silicon's gap is indirect; replacing \(1/E_g=0.89\) eV⁻¹ by the usual conduction-band nonparabolicity of silicon, roughly 0.5 eV⁻¹, gives 19%. The figure shows a sensitivity and is not a correction for silicon. For a 4 nm film modelled as an infinite well, the second subband adds 6% and the lowest subbands of the other valleys add another 6%. At 358 K, with the barrier and Fermi level held fixed, the current is 315 nA/µm and the share below the top is 75%.

The masses, the gap and the permittivity used next are rough silicon values. A channel of 8 nm is shorter than the roughly 15 nm gates of production logic, and \(\lambda=2\) nm assumes strong gate control: in a lowest-mode estimate, a 4 nm film would need about 0.4 nm of silicon dioxide on each side, or about 1.8 nm of an insulator with relative permittivity 22, whose oxide-equivalent thickness is about 0.3 nm. A serious weakness of the model is its assumption that the contacts hold the band fixed at \(x=0\) and \(L\). The model's end fields are 2.3 and 4.9 MV/cm, far above silicon's rough bulk breakdown field of 0.3 MV/cm. Terminating them at a doping of \(10^{20}\) cm⁻³ and relative permittivity 11.7 would require 4.7 nm of depletion in total. Adding all of this to \(L\), with \(\lambda\) and \(U\) fixed, multiplies the current by 0.002, through a barrier both higher and wider. That factor is neither a correction nor a bound: at fixed field the drain depletion alone would drop about 0.8 V, more than the applied bias, so the fields would have to relax. It shows that 91 nA/µm belongs to the prescribed barrier and does not predict a device; a prediction needs the potential solved self-consistently through the contacts. The Fermi level is prescribed too. In a neutral 4 nm film with the well levels used above, 0.05 eV corresponds to a doping of about \(3\times10^{19}\) cm⁻³. A doping of \(10^{20}\) cm⁻³ would place it near 0.11 eV, and with the barrier unchanged the WKB current of the lowest subband would be about 0.8 µA/µm.

High field alone does not establish breakdown over so short a distance. From the barrier top to the drain edge an electron gains 0.81 eV, less than the gap. The valence edge at the top lies 0.31 eV below the drain subband edge, so the band-to-band window is closed for this profile. Scattering and gate leakage are left out and have not been sized. The numerical output gives the remaining digits.

## Table of computed values

```
Channel L = 8.0 nm, lam = 2.0 nm, U = 0.5 eV, V_D = 0.5 V
Masses m_t = 0.19, m_l = 0.916 m0; gap 1.12 eV; film 4.0 nm
Source Fermi level 0.05 eV, T = 300.0 K, kT = 0.02585 eV
2 m0/hbar^2 = 26.2468 1/(eV nm^2)
P = 0.18706 eV, x_top = 3.2787 nm, V_top = 0.31294 eV
hbar omega at top = 0.13695 eV
hbar omega/(2 pi k_B) = 252.9 K
Parabola test: one node 4.43705897, adaptive 4.43705897
Worked energy E = 0.1 eV: a = 0.4919, b = 6.0656 nm
half-width h = 2.78683 nm, depth at top 0.21294 eV
n=3 node 1: x = 5.2493 nm, V-E = 0.11456 eV, sin = 0.70711, kappa = 0.75584 1/nm
n=3 node 2: x = 3.2787 nm, V-E = 0.21294 eV, sin = 1.00000, kappa = 1.03050 1/nm
n=3 node 3: x = 1.3081 nm, V-E = 0.11456 eV, sin = 0.70711, kappa = 0.75584 1/nm
Reference action S = 4.5951650923
n=1: S_n = 4.5110618121, relative error -1.83e-02
n=2: S_n = 4.5946205687, relative error -1.18e-04
n=3: S_n = 4.5951638421, relative error -2.72e-07
n=4: S_n = 4.5951650874, relative error -1.05e-09
n=6: S_n = 4.5951650923, relative error -3.50e-14
n=4: relative error Legendre 6.47e-03, midpoint 3.87e-02
n=8: relative error Legendre 9.17e-04, midpoint 1.41e-02
Error ratio on doubling n: Legendre 20-40 7.73, midpoint 100-200 2.83
rho = 9.335, rho^2 = 87.1 per added node
Scaled error envelope, n=14-20 over n=6-12: 0.975
Source turning point 0.02 nm inward, n=4: dS = -0.00714, predicted -0.00696
exp(-2S) = 1.0202e-04, 1/(1+exp(2S)) = 1.0201e-04
Wave-equation transmission at E: 1.3908e-04
Over-barrier classical current 15.524 nA/um
WKB off current 90.963 nA/um, share below top 0.8777
Mean energy of the current 0.2106 eV
Current with n=4 over n=12, minus 1: 4.00e-09
Neglected: wave-equation current / WKB = 1.058
Neglected: two-band dispersion factor 1.419
Neglected: second subband at +0.0770 eV adds 0.0555
Neglected: other valleys at +0.0980 eV add 0.0593
Contact doping 1e+20 cm^-3, eps_r 11.7: depletion 4.675 nm
Neglected: that extra length gives current factor 0.002
At 358 K: current 314.852 nA/um, share below top 0.7527
Peak field at drain 4.91 MV/cm, at source 2.32 MV/cm
Band-to-band window V_top + qV_D - gap = -0.307 eV
```
